Why Silicon Oxidation Grows Extrinsic Faults and Shrinks Vacancy-Type Faults

**Two faults, one furnace**

Two circular stacking faults, each 1.00 µm in radius, sit in silicon at 1100 °C while the surface oxidises. In the model developed here, the extrinsic fault reaches 4.92 µm after one hour. The vacancy-type fault shrinks to 10 nm in 10.3 minutes. Both are given the same fault energy, and both have the same elastic energy and the same surroundings. They differ in whether a layer of atoms has been added or removed.

Oxidation supplies self-interstitials and depletes vacancies. An added layer grows by taking in interstitials; a missing layer is filled by them. The supply must still pay for the enlarged fault and its bounding dislocation, so the extrinsic fault grows above a threshold supersaturation, not under every oxidation.

**Why the boundary must climb**

Along [111], silicon is a stack of double layers in the sequence ABCABC. The extrinsic fault contains one extra double layer, as in ABC B ABC. The vacancy-type, or intrinsic, fault lacks one, as in ABC BC. Bonds between double layers need only that neighbouring letters differ, so every atom in either fault keeps four neighbours at the normal bond length.

The edge of the added or missing disk is a Frank partial dislocation. Its Burgers vector is normal to the fault and has the length of one double-layer spacing,

b = a/√3,

where a is the lattice parameter. Glide moves a dislocation in the plane containing its line and Burgers vector. Here that is perpendicular to the fault, so the loop can widen in its own plane only by climb, which adds or removes atoms.

The atomic volume is Ω = a³/8. One atom of the disk therefore covers the area

A = Ω/b = √3a²/8.

With a = 0.543 nm, b = 0.3135 nm and A = 0.06384 nm².

**What oxidation does to the point defects**

Let C_I and C_V be the interstitial and vacancy concentrations, and let a star mark equilibrium without injection. Define

S = C_I/C_I*,  s = C_V/C_V*.

The oxide occupies about 2.27 times the volume of the silicon it consumes. Most of the misfit can be taken up by the oxide expanding outwards. Emitting some silicon atoms into the crystal as interstitials also makes room, as does consuming vacancies. Both raise S or lower s. This makes the sign of injection plausible but does not give its size: S > 1 is the premise, and S = 4 is a chosen value. The one-hour radius depends strongly on it: about 2.2 µm at S = 2 and 3.6 µm at S = 3.

Interstitials and vacancies annihilate in pairs. Let the surface resupply vacancies in proportion to 1 − s, and let net recombination be proportional to Ss − 1, with κ the ratio of the two rate coefficients. The steady balance is

1 − s = κ(Ss − 1).

Collecting the terms in s gives

s = (1 + κ)/(1 + κS).

For S > 1 this lies between 1, when recombination is slow, and 1/S, when it is fast. The fast limit is pair equilibrium, Ss = 1, which gives s = 0.25 in the example.

**What the loop charges per atom**

The loop pays for fault area and for elastic strain. To find the strain energy, take an isotropic half-space z > 0 with shear modulus G and Poisson ratio ν. Displace its surface by w cos kx along z, with no shear traction. With c = 1/[2(1 − ν)], the decaying field is

u_z = w(1 + ckz) e^(−kz) cos kx,
u_x = w[ckz − (1 − 2ν)c] e^(−kz) sin kx.

Its divergence is −wk[(1 − 2ν)/(1 − ν)] e^(−kz) cos kx. The Laplacian of u_z is −[wk²/(1 − ν)] e^(−kz) cos kx, and that of u_x is the same with sin kx. Both components therefore satisfy the equilibrium equation (1 − 2ν)∇²u + ∇(∇·u) = 0. At the surface ∂u_x/∂z = wk sin kx cancels ∂u_z/∂x, so the shear traction vanishes. The normal stress there is

σ_zz = 2G ∂u_z/∂z + [2Gν/(1 − 2ν)] ∇·u = −[Gk/(1 − ν)] w cos kx.

An opening u between two half-spaces displaces each face by w = u/2, so the holding traction is Gku/[2(1 − ν)]. The stored energy is half of traction times opening.

For a disk of radius R and constant opening b, the Fourier amplitude is 2πbR J₁(kR)/k, where J₁ is a Bessel function. A factor e^(−kρ) in the energy integral smooths the core over a length ρ. Integrating over the plane of wave vectors gives

W = {πGb²R/[2(1 − ν)]} I(ε),  I(ε) = ∫₀^∞ J₁²(x) e^(−εx) dx,  ε = ρ/R.

The addition theorem J₁²(x) = (1/π)∫₀^π J₀(2x sin(θ/2)) cos θ dθ, followed by the integral over x, yields

I = (1/π) ∫₀^π cos θ dθ / √[4 sin²(θ/2) + ε²].

Write cos θ = 1 − 2 sin²(θ/2). For small ε the second term contributes −∫₀^π sin(θ/2) dθ = −2. For the first, split the range at an angle δ with ε ≪ δ ≪ 1. The inner part is ∫₀^δ dθ/√(θ² + ε²) = ln(2δ/ε), and the outer part is ∫_δ^π dθ/[2 sin(θ/2)] = ln(4/δ). Their sum is ln(8/ε), hence

W = Gb²R[ln(8R/ρ) − 2]/[2(1 − ν)].

The energy depends on b², so an added and a missing disk cost the same elastically.

The number of atoms added or removed is N = πR²/A, so dN/dR = 2πR/A. Differentiating W, including its logarithm, changes −2 to −1. With fault energy γ per area, the cost per atom is

μ_loop = Aγ + AGb²[ln(8R/ρ) − 1]/[4π(1 − ν)R].

For γ = 60 mJ/m², G = 60 GPa, ν = 0.22 and ρ = 0.10 nm, the fault costs 0.0239 eV per atom. The line adds 0.0025 eV at R = 1 µm, for a total of 0.0264 eV.

**The opposite signs**

For dilute defects, the chemical potential relative to equilibrium is kT ln S for interstitials and kT ln s for vacancies. An extrinsic loop gains an atom by absorbing an interstitial, while a vacancy-type loop grows by absorbing a vacancy. In pair equilibrium ln s = −ln S, so

extrinsic: dG_tot/dN = μ_loop − kT ln S,
vacancy-type: dG_tot/dN = μ_loop + kT ln S.

Here G_tot is the free energy of loop plus defect supply. At 1100 °C, kT = 0.1183 eV and kT ln 4 = 0.1640 eV. The slopes are

extrinsic: 0.0264 − 0.1640 ≈ −0.138 eV per atom,
vacancy-type: 0.0264 + 0.1640 ≈ +0.190 eV per atom.

Growth lowers the free energy of the first loop and raises that of the second. The fault energy opposes both.

With m = μ_loop/kT, extrinsic growth in pair equilibrium requires

S > e^m = 1.25

at this radius. Vacancy-type growth would require S < e^(−m) = 0.80, a deficit of interstitials.

**How fast the loops climb**

The dislocation core is assumed to equilibrate with nearby defects. Emitting an interstitial from an extrinsic loop recovers μ_loop, which raises the local interstitial ratio to e^m. Emitting a vacancy adds an atom to the loop and costs μ_loop, so the local vacancy ratio is e^(−m). For a vacancy-type loop the two values are exchanged.

In steady diffusion, with pair-loss rate r,

D_I∇²C_I = r,  D_V∇²C_V = r.

Subtracting removes r. The combination φ = D_I C_I − D_V C_V obeys Laplace's equation whatever the recombination rate, provided that its far and core values are fixed. Recombination can change the separate fluxes, but not the net one that moves the loop.

The loop is a thin ring sink with capture radius r_c. If it absorbs J atoms per second, spreading the sink evenly round the ring lowers φ at its edge by J/(4π) times the mean inverse distance. That mean is the integral found above, ln(8R/r_c)/(πR). Therefore

J = 4π²R(φ_far − φ_core)/ln(8R/r_c).

Climb at speed v needs 2πRvb/Ω atoms per second. Equating the two, and writing d_I = ΩD_I C_I* and d_V = ΩD_V C_V*, gives

v_ext = 2π[d_I(S − e^m) + d_V(e^(−m) − s)]/[b ln(8R/r_c)].

For the vacancy-type loop, growth is net vacancy absorption:

v_vac = 2π[d_V(s − e^m) − d_I(S − e^(−m))]/[b ln(8R/r_c)].

When s = 1/S, we have e^(−m) − 1/S = (S − e^m)/(Se^m), and 1/S − e^m = −(e^m/S)(S − e^(−m)). The brackets become

extrinsic: (S − e^m)[d_I + d_V e^(−m)/S],
vacancy-type: −(S − e^(−m))[d_I + d_V e^m/S].

The speeds change sign at the same thresholds as the free-energy slopes.

The example uses d_I = 2.0×10⁻¹⁵ cm²/s = 0.20 nm²/s, d_V = 5.0×10⁻¹⁶ cm²/s = 0.050 nm²/s and r_c = 0.50 nm. At R = 1 µm the logarithm is 9.68, so

v_ext = 2π[0.20(4 − 1.25) + 0.050(0.80 − 0.25)]/(0.3135 × 9.68) ≈ 1.20 nm/s,
v_vac = 2π[0.050(0.25 − 1.25) − 0.20(4 − 0.80)]/(0.3135 × 9.68) ≈ −1.43 nm/s.

In the second bracket, the interstitial term is −0.64 of the total −0.69 nm²/s. This is the actual split of the fluxes only if no pairs recombine near the loop. If recombination keeps Ss = 1 everywhere, a change dS brings ds = −dS/S², so the fluxes at the core are in the ratio d_I to d_V/S². With S = e^(−m) = 0.80 there, interstitials carry about 72%. In both limits the vacancy-type fault is mainly filled in; loss of vacancies plays a smaller part.

**If vacancies are not in pair equilibrium**

The vacancy-type result does not need Ss = 1. For any s ≤ 1 and S > 1, positive m makes both terms in v_vac negative. The extrinsic loop is more demanding. Its least favourable case in the allowed range is s = 1, where growth requires

S > e^m + (d_V/d_I)(1 − e^(−m)) = 1.25 + 0.25 × 0.20 = 1.30.

Incomplete recombination therefore raises the threshold slightly and leaves the conclusion at S = 4 unchanged.

**Reversing the supply**

Changing the ambient while keeping temperature, radius and material parameters fixed separates the effect of injection from that of loop energy.

- Inert anneal, S = s = 1: the extrinsic loop moves at −0.124 nm/s and the vacancy-type loop at −0.109 nm/s. Both shrink to save energy.
- Vacancy injection, S = 0.25 and s = 4: the speeds are −0.745 and +0.513 nm/s. The vacancy-type loop now grows.

Direct nitridation of a silicon surface is a practical source of vacancy injection. The ratios used here are a mirror image of the oxidation case, not a calculation for a particular nitridation process.

**Why nuclei matter**

The line cost per atom rises as the loop gets smaller. Setting μ_loop = kT ln S gives a critical radius of about 9.7 nm at S = 4. Smaller extrinsic loops shrink even during oxidation.

Creating the critical loop from dispersed interstitials costs about 416 eV, or 3500 kT. The continuum energy is uncertain at this size, and core cutoffs from 0.05 to 0.30 nm give barriers from about 590 down to 200 eV. Even the lowest of these, over 1600 kT, rules out spontaneous nucleation in the model. Oxidation enlarges faults that already have a start, for example at surface damage or precipitates.

Large Frank loops are not the lowest-energy state either. A perfect loop has b² = a²/2, made of the same normal part, a²/3, and an added in-plane part, a²/6. Removing the fault saves πR²γ but costs the shear energy of the in-plane part.

For shear along the wave vector, the half-space field u_x = w(1 − ckz)e^(−kz) sin kx, u_z = −w[(1 − 2ν)c + ckz]e^(−kz) cos kx has no normal surface traction and the same stiffness as before, Gk/(1 − ν). For shear across the wave vector the stiffness is Gk. Averaging over directions multiplies the opening energy by (2 − ν)/2, with b² replaced by a²/6. Equating this cost to πR²γ gives R ≈ 57 nm for the core cutoff used here. A common cutoff between 0.05 and 0.30 nm gives radii from about 65 to 45 nm. Different cutoffs for the two dislocations shift the radius more. Within that range it stays below about 105 nm, and with 0.05 nm for the Frank loop and 0.30 nm for the perfect loop, unfaulting is favourable at every radius above 1 nm. The micrometre-sized faults are therefore metastable, and the growth law assumes that no unfaulting event occurs.

**How the model compares with a wafer**

The temperature, elastic constants, fault energy and diffusion products are rough typical values for silicon, and growth of micrometres per hour is the right rough scale for oxidation-induced faults near 1100 °C. The 1 µm vacancy-type loop is a comparison object; vacancies in as-grown wafers often collect in voids instead. Real oxidation faults commonly meet the surface, unlike the full buried loops treated here. The constant supersaturation is also unrealistic, because injection weakens as oxide growth slows. If S − 1 falls as (1 + t/0.5 h)^(−1/2), S drops from 4 to 2.73 in one hour and the final extrinsic radius is 3.86 µm instead of 4.92 µm.

Other omissions can be sized for the same example:

- Capture radius: raising r_c from 0.50 to 5 nm increases the initial extrinsic speed by 31%. This is a large uncertainty in rate, not in sign.
- Local stress: 100 MPa normal to the fault does 0.0125 eV of work per atom. Depending on its sign, it moves the threshold from 1.25 to about 1.12 or 1.39. Under a continuous film the effect is far smaller: 300 MPa in a 100 nm film puts only about 0.2 MPa into a 0.7 mm wafer.
- Elastic anisotropy: shear moduli of 51 and 80 GPa give thresholds of 1.246 and 1.258 at 1 µm.
- Fault energy: the two faults need not have equal γ, and its value is uncertain. For γ from 25 to 75 mJ/m² the threshold runs from 1.11 to 1.31 and the inert extrinsic speed from −0.056 to −0.155 nm/s, while the one-hour radius moves only from 5.1 to 4.8 µm.
- Nearby surface: a surface held at fixed S acts as an image of opposite sign. For the final loop centred 10 µm deep, it raises the flux by about 7%.
- Diffusion transient: for a rough D_I of 10⁻⁶ cm²/s, the time R²/D_I at the final radius is 0.24 s, far below one hour.
- Doping: the intrinsic carrier density at 1100 °C is of order 10¹⁹ cm⁻³. Doping near or above this level can change the populations of charged defects and hence d_I and d_V.

The faults hold little of the silicon that is oxidised. The final extrinsic disk contains 1.19×10⁹ atoms. At 10⁴ faults per cm² and an oxide thickness of 100 nm, all the disks together hold about 5×10⁻⁵ of the oxidised silicon. Their share of the injected interstitials can be much larger. The disks hold 1.2×10¹³ atoms per cm². Without them, with D_I = 10⁻⁶ cm²/s and recombination with vacancies ignored, about 2.2×10¹³ interstitials per cm² would enter a 0.7 mm wafer in an hour if S were held at 4 at the surface and at 1 at the back. A constant S around the faults is therefore best justified close to the surface: at a depth of 10 µm their average uptake lowers S by only about 0.03, but at 100 µm by 0.2 to 0.3. The time needed to fill the wafer and the loss at its back lower the one-hour mean of S further, by about 0.06 and 0.6 at these two depths.

**What to do about it**

Removing nuclei before oxidation is the first measure, since the barrier prevents new loops from forming in the modelled bulk. Surface damage and precipitates in the active region are the places to look.

The second measure is to reduce interstitial supersaturation. Growth stops when S reaches the threshold, before injection itself has stopped. With the loop cost held at its 1100 °C value, the pair-equilibrium threshold changes only from 1.30 at 900 °C to 1.23 at 1200 °C. The s = 1 threshold also depends on d_V/d_I; if that ratio is near 1 at 900 °C, the threshold there is about 1.5. The pair-equilibrium threshold falls on heating, and so does the s = 1 threshold unless d_V/d_I rises. In this model, shrinkage during a long or hot oxidation must therefore come mainly from a fall in S, not from a shift in the threshold.

An inert anneal can remove existing extrinsic faults, but slowly. Dividing 4.92 µm by the inert speed at 1 µm gives about 11 hours; integrating the speed over radius gives 12 hours, and a smaller fault energy lengthens this roughly in inverse proportion. The same estimate for the vacancy-injection case is just under 2 hours. That route needs a real vacancy supersaturation and a tolerable thermal budget, and it will enlarge any vacancy-type loops that exceed their own critical size. The numerical output below lists the main inputs and results.

Computed results

```
Temperature: 1100 C; kT = 0.1183 eV
Lattice parameter: 0.543 nm; Burgers length: 0.3135 nm
Atomic volume: 0.02001 nm^3; fault area per atom: 0.06384 nm^2
Fault energy: 60 mJ/m^2
Shear modulus: 60 GPa; Poisson ratio: 0.22
Elastic cutoff: 0.10 nm; capture radius: 0.50 nm
d_I = 2.0e-15 cm^2/s; d_V = 5.0e-16 cm^2/s
Assumed S = 4.0; pair-equilibrium s = 0.25
Initial loop radius: 1.00 um; time: 1.0 h
Oxide/silicon volume ratio per Si atom: 2.27
Chemical gain kT ln S: 0.1640 eV/atom
Fault cost: 0.0239 eV/atom
Line cost at initial radius: 0.0025 eV/atom
Total loop cost: 0.0264 eV/atom
Extrinsic dG/dN: -0.1377 eV/atom
Vacancy-type dG/dN: +0.1904 eV/atom
Growth threshold S, pair equilibrium: 1.250
Growth threshold S, worst case s=1: 1.300
Threshold S at 900 C: 1.298
Threshold S at 1200 C: 1.231
Critical radius: 9.67 nm
Nucleation barrier: 416 eV = 3518 kT
Speed, oxidation, extrinsic: +1.196 nm/s
Speed, oxidation, vacancy-type: -1.428 nm/s
Speed, inert, extrinsic: -0.124 nm/s
Speed, inert, vacancy-type: -0.109 nm/s
Speed, vacancy injection, extrinsic: -0.745 nm/s
Speed, vacancy injection, vacancy-type: +0.513 nm/s
Extrinsic radius after 1 h: 4.92 um
Vacancy loop time to 10 nm radius: 10.3 min
Falling-S model: decay time 0.5 h, final S 2.73
Extrinsic radius with falling S: 3.86 um
Threshold S for G=51 and 80 GPa: 1.246, 1.258
Work of 100 MPa stress: 0.0125 eV/atom
Speed gain for capture radius 5 nm: 31 %
Surface gain at depth 10 um, final radius: 7.4 %
Radius above which unfaulting lowers energy: 57.4 nm
Diffusion transient for D_I=1e-06 cm^2/s: 0.24 s
Intrinsic carriers, rough gap 0.6 eV: 1.9e+19 cm^-3
Atoms in final extrinsic fault: 1.19e+09
Oxide thickness: 100 nm; fault density: 1e+04 cm^-2
Share of oxidised Si held in faults: 5.4e-05
```
